\section*{Why a Stable Liner Reduces Resistance Drift in Projected Phase-Change Cells}

\section{The decision: which current split to use}

A simulation of stored resistances in a projected phase-change memory needs a drift exponent for each cell. One choice is to multiply the exponent of the amorphous material by the fraction of read current it carries. The other is to resolve the current distribution inside the cell. The first needs two branch conductances, the second a network or field calculation. The choice depends on whether the amorphous mark and the liner beside it see the same voltage.

The cell is a bridge. An amorphous mark blocks the phase-change layer, and a conducting liner runs alongside it. The cell is read at fixed voltage $V$ and fixed temperature, below threshold switching and without appreciable heating. Its resistance is $R=V/I$. With $t_0$ the time of the first read after programming, define
\begin{equation}
x=\ln(t/t_0),\qquad \nu=\frac{d\ln R}{dx}.
\end{equation}
This $\nu$ is a local exponent; it is constant in time only if $R$ follows a power law.

The algebra uses atomic units, so $\hbar=e=1$ and a voltage is an energy. Numerical energies are in eV and lengths in angstrom. Resistances are in $\hbar/e^2$, a unit containing neither energy nor length. The parameters are round model values, not those of a particular material.

\section{First contribution: the amorphous mark}

Let the conductivity of the mark be thermally activated, with a barrier that grows logarithmically as the glass relaxes:
\begin{equation}
\sigma_a=\sigma_0e^{-E_a/kT},\qquad E_a=E_0+\varepsilon x .
\end{equation}
The logarithmic growth is a model assumption for a limited time window. For a mark of length $L$, width $w$ and thickness $d_a$, the conductance is
\begin{align}
G_a(x)&=\frac{wd_a}{L}\,\sigma_0e^{-E_0/kT}e^{-\varepsilon x/kT}\nonumber\\
&=G_{a0}e^{-\nu_ax},\qquad \nu_a=\frac{\varepsilon}{kT}.
\end{align}
Since $e^{-\nu_ax}=(t/t_0)^{-\nu_a}$, the resistance of the mark alone is a power law with exponent $\nu_a$.

Take $kT=0.025$, $E_0=0.30$ and $\varepsilon=0.0025$ eV. Then $\nu_a=0.0025/0.025=0.100$. With $\sigma_0=0.10\,e^2/(\hbar\,\text{angstrom})$, the initial conductivity is $0.10\,e^{-12}=6.144\times10^{-7}$ in the same unit. For $L=400$, $w=1000$ and $d_a=200$ angstrom,
\begin{equation}
G_{a0}=6.144\times10^{-7}\,\frac{1000\times200}{400}
=3.072\times10^{-4}\;e^2/\hbar ,
\end{equation}
so the mark has a resistance of $3255\,\hbar/e^2$. Over six decades of time it grows by $10^{6\times0.1}=3.98$ times.

\section{Second contribution: the parallel liner}

Let the liner carry $I_p$ and the mark $I_a$, both at voltage $V$, so that $I=I_a+I_p$. Define the fractions $f_a=I_a/I$ and $f_p=I_p/I$, and the branch exponents $\nu_j=-d\ln I_j/dx$ at fixed $V$. Because $\ln R=\ln V-\ln I$ and $V$ is constant,
\begin{align}
\nu&=-\frac1I\frac{dI}{dx}
=-\frac1I\left(\frac{dI_a}{dx}+\frac{dI_p}{dx}\right)\nonumber\\
&=\frac{I_a\nu_a+I_p\nu_p}{I}
=f_a\nu_a+f_p\nu_p .
\label{eq:branches}
\end{align}
The minus sign turns a falling current into a rising resistance. A stable liner has $\nu_p=0$, which leaves
\begin{equation}
\nu=\nu_af_a .
\label{eq:main}
\end{equation}

For ohmic branches $f_a=G_a/(G_a+G_p)$. A liner 60 angstrom thick with conductivity $2.0\times10^{-5}\,e^2/(\hbar\,\text{angstrom})$ has $G_p=2.0\times10^{-5}\times1000\times60/400=3.000\times10^{-3}\,e^2/\hbar$. Hence
\begin{equation}
f_a=\frac{0.3072}{0.3072+3.000}=0.0929,\qquad
\nu=0.100\times0.0929=0.00929 .
\end{equation}
The liner carries 91\% of the current, and the exponent falls by a factor of 10.8.

The mark itself still drifts with $\nu_a=0.100$. In this model the liner does not slow relaxation; it makes the measured current less sensitive to it. The price is resistance. With $R_a=1/G_a$ and $R_\parallel=1/(G_a+G_p)$,
\begin{equation}
\frac{\nu}{\nu_a}=f_a=\frac{R_\parallel}{R_a},
\end{equation}
so the exponent and the resistance are reduced by the same factor. If $G_p\ll G_a$, then $\nu\to\nu_a$ and the liner has no use. If $G_p\gg G_a$, then $\nu\simeq\nu_aG_a/G_p$.

\section{Third contribution: stability of the liner}

Carrying most of the current is not enough. Keep the liner conductance but let it drift like the mark. Equation~\eqref{eq:branches} then gives $\nu=\nu_a(f_a+f_p)=\nu_a=0.100$, and the benefit is gone. If the liner drifts half as fast,
\begin{equation}
\nu=0.0929\times0.100+0.9071\times0.050=0.0546,
\end{equation}
most of which comes from the liner. The two terms are equal when $\nu_p=\nu_af_a/f_p=0.0102$. A liner exponent of about 0.01 therefore doubles the initial drift exponent of this cell.

Stability without conductance does not help much either. A stable liner conducting one hundredth as well gives $f_a=0.911$ and $\nu=0.0911$. The reduction needs both properties.

\section{Fourth contribution: the passage of time}

As the mark becomes more resistive, its current fraction falls. For ohmic branches and a stable liner,
\begin{align}
\frac{df_a}{dx}
&=\frac{G_a'(G_a+G_p)-G_aG_a'}{(G_a+G_p)^2}
=\frac{G_a'G_p}{(G_a+G_p)^2}\nonumber\\
&=-\nu_af_a(1-f_a),
\end{align}
where $G_a'=dG_a/dx=-\nu_aG_a$. The cell resistance is therefore not a power law. With $f_0=f_a(0)$, dividing numerator and denominator by $G_{a0}+G_p$ gives
\begin{equation}
\frac{R(x)}{R(0)}
=\frac{G_{a0}+G_p}{G_{a0}e^{-\nu_ax}+G_p}
=\frac{1}{1-f_0+f_0e^{-\nu_ax}} .
\label{eq:growth}
\end{equation}
The denominator stays above $1-f_0$, so the growth stays below $1/(1-f_0)$. This ceiling is the state in which the liner carries all the current.

After six decades $e^{-\nu_ax}=1/3.981$, and
\begin{equation}
\frac{R(x)}{R(0)}=\frac{1}{0.9071+0.0929/3.981}=1.075 .
\end{equation}
The resistance rises from 302.4 to $325.0\,\hbar/e^2$, or from 1.242 to 1.335 megaohm. The ceiling is 1.102 times the initial value.

The local exponent falls from 0.0093 to 0.0025 over this window. The exponent inferred from the two end points is $\ln(1.0748)/\ln(10^6)=0.0052$, which is the average of $\nu_af_a$ over $\ln t$. Extrapolating with the initial exponent would predict a growth of $10^{6\times0.00929}=1.14$, above the ceiling. A drift exponent for a projected cell must therefore be quoted with its time window.

\section{Fifth contribution: the read voltage}

Suppose carriers in the mark hop a distance $s$ along the field $V/L$. The field lowers the barrier for forward hops by $sV/(2L)$ and raises it for backward hops by the same amount. The net current is proportional to
\begin{equation}
e^{sV/(2LkT)}-e^{-sV/(2LkT)}=2\sinh\frac{V}{V_0},\qquad V_0=\frac{2kTL}{s}.
\end{equation}
Matching the low-voltage limit $I_a\to G_aV$ fixes the prefactor:
\begin{equation}
I_a=G_aV_0\sinh(V/V_0).
\end{equation}
If $s$ does not age, all the time dependence at fixed $V$ sits in $G_a$. The branch exponent remains $\nu_a$, and Eq.~\eqref{eq:main} holds with the fraction at the read voltage,
\begin{equation}
f_a(V)=\frac{G_aV_0\sinh(V/V_0)}{G_aV_0\sinh(V/V_0)+G_pV}.
\end{equation}

With $s=40$ angstrom, $V_0=2\times0.025\times400/40=0.50$ eV. At $V=0.1$ eV the fraction is 0.0935, close to the ohmic value. At 1.0 eV the mark conducts $\sinh(2)/2=1.81$ times better than in the ohmic limit. The fraction becomes 0.157 and the initial exponent 0.0157. A higher read voltage moves current back into the drifting branch. Two limits apply. First, 1.0 eV across 400 angstrom is a field of 25 V/$\mu$m, of the order of threshold fields in amorphous phase-change materials, so a real cell may not be readable there. Second, the rise of the exponent needs a fixed $s$. If $s$ grows at the rate $\kappa=d\ln s/dx$ while $G_a$ keeps its exponent $\nu_a$, differentiating $I_a$ gives the branch exponent $\nu_a-\kappa\,(y\coth y-1)$ with $y=V/V_0$. At $y=2$ and $\kappa=0.04$ this is 0.057, and the cell exponent $0.157\times0.057=0.0089$ lies below the ohmic value.

\section{Sixth contribution: access resistance}

For ohmic branches, a static series resistance $R_s$ gives $R=R_s+R_\parallel$. Only the second term changes, with $dR_\parallel/dx=\nu_af_aR_\parallel$, so
\begin{equation}
\nu=\frac1R\frac{dR_\parallel}{dx}
=\nu_af_a\frac{R_\parallel}{R_\parallel+R_s}.
\label{eq:access}
\end{equation}
For $R_s=30\,\hbar/e^2$ the ohmic result becomes $0.00929\times302.4/332.4=0.00845$. This 9\% reduction is dilution: the absolute change of resistance is the same.

The factor multiplying $\nu_a$ has a physical meaning. If $V_\parallel$ is the voltage across the two branches, the share of dissipated power in the mark is
\begin{equation}
\frac{P_a}{P}=\frac{I_aV_\parallel}{IV}
=f_a\frac{R_\parallel}{R_\parallel+R_s}.
\end{equation}

\section{The power share in a general linear network}

Consider any network of ohmic conductances $g_k$, with terminals held at potentials 1 and 0. Let $\Delta_k$ be the potential drop across element $k$, and define
\begin{equation}
\Phi=\sum_kg_k\Delta_k^2 .
\end{equation}
The derivative of $\Phi$ with respect to an interior potential is twice the net current leaving that node, which Kirchhoff's current law sets to zero. At the solution $\Phi$ is the dissipated power, which at unit voltage equals the total conductance $G$.

When $g_k$ changes, the interior potentials $\phi_i$ adjust, but this adjustment does not contribute at first order:
\begin{equation}
\frac{dG}{dg_k}=\Delta_k^2+\sum_i\frac{\partial\Phi}{\partial\phi_i}
\frac{d\phi_i}{dg_k}=\Delta_k^2 .
\end{equation}
With $dg_k/dx=-\nu_kg_k$,
\begin{equation}
\nu=-\frac1G\sum_k\Delta_k^2\frac{dg_k}{dx}
=\sum_k\nu_k\frac{g_k\Delta_k^2}{G}
=\sum_k\nu_k\frac{P_k}{P}.
\label{eq:power}
\end{equation}
If only the mark drifts, $\nu=\nu_aP_a/P$. For two branches at a common voltage, the power share equals the current fraction, and Eq.~\eqref{eq:main} returns.

\section{Seventh contribution: the interface}

Now let current pass between phase-change layer and liner through a conductance $g_c$ per unit length. Treat each layer as a line with a single potential at each position, which neglects the resistance across its thickness. Inside the mark the two layers have resistances $r_a$ and $r_p$ per length. At position $z$, let $u$ be the potential of the mark minus that of the liner. Then
\begin{equation}
\frac{dI_a}{dz}=-g_cu,\qquad
\frac{du}{dz}=-r_aI_a+r_p(I-I_a).
\end{equation}
Differentiating the first equation and inserting the second,
\begin{equation}
\frac{d^2I_a}{dz^2}=g_c\left[(r_a+r_p)I_a-r_pI\right].
\end{equation}
The constant solution is $I_a=f_aI$, now with $f_a=r_p/(r_a+r_p)$, the same ohmic fraction as before. Deviations from it decay over the transfer length
\begin{equation}
\lambda=\frac{1}{\sqrt{g_c(r_a+r_p)}} .
\end{equation}
Near an edge of a long mark, $I_a/I=f_a+c\,e^{-z/\lambda}$, where $c$ measures the current that has not yet entered the liner.

To find $c$, treat the crystalline lead in the same way, with resistance $r_c$ per length, transfer length $\lambda_c=[g_c(r_c+r_p)]^{-1/2}$ and distant current fraction $f_c=r_p/(r_c+r_p)$. On the lead side, $z<0$, the fraction is $f_c-b\,e^{z/\lambda_c}$. Continuity of current and of $u$ at $z=0$ requires
\begin{equation}
f_a+c=f_c-b,\qquad \frac{c}{\lambda}=\frac{b}{\lambda_c}
\quad\Rightarrow\quad
c=(f_c-f_a)\frac{\lambda}{\lambda+\lambda_c}.
\end{equation}

Here $r_a=8.138$ and $r_p=0.833\,\hbar/(e^2\,\text{angstrom})$. With $g_c=1.0\times10^{-4}\,e^2/(\hbar\,\text{angstrom})$, $\lambda=33.4$ angstrom. A crystal conductivity of $2.0\times10^{-3}\,e^2/(\hbar\,\text{angstrom})$ gives $r_c=0.0025\,\hbar/(e^2\,\text{angstrom})$, $\lambda_c=109$ angstrom and $c=0.211$. In this line model the mark thus carries about 30\% of the current at its edge, against 9\% well inside.

The neglected resistance is not small for the present geometry. Across its full thickness the mark has a conductance per length of only $\sigma_aw/d_a=3.1\times10^{-6}\,e^2/(\hbar\,\text{angstrom})$, far below $g_c$. In a cell this thick the current is exchanged over a longer distance than $\lambda$, and the share at the edge is lower. The line model shows how the interface acts; an accurate current profile needs a field calculation that resolves the thickness.

The effect on drift follows from the power. For $L\gg\lambda$, integrating the current and its square over the mark with both edges gives
\begin{align}
\int\frac{I_a}{I}\,dz&\simeq f_aL+2c\lambda,\\
\int\frac{I_a^2}{I^2}\,dz&\simeq f_a^2L+4f_ac\lambda+c^2\lambda .
\end{align}
Multiplied by $r_a$, the first integral is the cell resistance, apart from the small drop along the crystalline leads. The second is $P_a/I^2$. Their ratio is
\begin{equation}
\frac{P_a}{P}\simeq f_a+\frac{(2f_a+c)\,c\lambda}{f_aL+2c\lambda}.
\label{eq:edge}
\end{equation}
For $c>0$ the correction is positive, and it falls as the mark grows longer. For $L=400$ angstrom the estimate is 0.148.

A numerical solution of the same line model does not need the long-mark approximation. Divide both layers into 5-angstrom resistors, join them by interface resistors, add 600 angstrom of crystalline lead on each side, and solve Kirchhoff's equations as a linear system. The exponents follow from a central difference of $\ln R$ in $\ln t$. For marks of 200, 400 and 800 angstrom they are 0.0178, 0.0147 and 0.0124. The corresponding power shares, 0.178, 0.147 and 0.124, agree with Eq.~\eqref{eq:edge} to within 1\% of their values.

For the 400-angstrom mark, the exponent is 58\% above the common-voltage value of 0.00929. Unlike access resistance, the interface also raises the absolute drift, because it forces current through the mark edges. The initial slope $dR/dx=\nu R$ is $0.01465\times419.8=6.15\,\hbar/e^2$ (6.16 in the limit of vanishing resistor length), against $0.00929\times302.4=2.81\,\hbar/e^2$ without interface or access resistance. When $g_c$ is raised to $10\,e^2/(\hbar\,\text{angstrom})$, the power share of the line model returns to 0.092, close to the common-voltage value of 0.093. This return relies on the neglected resistance across the layers. A two-dimensional field solution that resolves both thicknesses gives a share of about 0.105 at this $g_c$, some 13\% above the common-voltage value, and about 0.152 instead of 0.147 at $g_c=1.0\times10^{-4}\,e^2/(\hbar\,\text{angstrom})$.

\section{Weighing the contributions}

Relative to the ohmic two-branch cell at $t_0$, the separate changes in exponent are as follows.
\begin{itemize}
\item Removing the liner multiplies it by 10.8.
\item A liner exponent of about 0.01 multiplies it by 2.
\item Reading at 1.0 eV multiplies it by 1.69 if the hop distance does not age.
\item The resistive interface, in the line model, multiplies it by 1.58.
\item The access resistance multiplies it by 0.91.
\end{itemize}
These factors should not be multiplied together, since several of them act through the same current distribution.

If the resistance across the layers is negligible, the two-branch formula is adequate when the transfer lengths are short enough for the correction in Eq.~\eqref{eq:edge} to be small compared with $f_a$ throughout the time window, not only at $t_0$, since $f_a$ falls as the mark ages. A static access resistance in series with ohmic branches adds the factor in Eq.~\eqref{eq:access}. Where mark and liner do not see the same voltage, the cell needs a resolved current distribution; if all its elements are ohmic, the power share replaces the current fraction. An error in the liner's own exponent enters with weight $f_p$ in the two-branch formula, and with the liner's power share in an ohmic network. For a well-projected cell, that small exponent deserves as much care as the large exponent of the glass.
